# How much conductance a thin line barrier removes from a helical Dirac surface

**Q.** A surface step or a line of defects crosses a topological conductor. If I make the barrier strong enough, why should it not cut the surface current off?

**A.** It depends on what "strong" can do to a helical electron, so let us start from a definite model. Take one isotropic, non-degenerate Dirac cone with a static scalar potential that depends on $x$ alone:

$$H=\hbar v(\sigma_xk_y-\sigma_yk_x)+V(x),\qquad \mathbf k=-i\nabla .$$

Current flows along $x$ and the barrier runs along $y$. A real step or line of defects is covered only as far as it acts like such a uniform, non-magnetic potential. The sample is wide, the leads are ballistic and the response is linear.

The spin matrices can be renamed. Put $\sigma_x'=-\sigma_y$ and $\sigma_y'=\sigma_x$. Then $\sigma_x'\sigma_y'=-\sigma_y\sigma_x=i\sigma_z$, so this is a rotation of spin about $z$. A scalar $V$ is unaffected. Dropping the primes, $H=\hbar v(\sigma_xk_x+\sigma_yk_y)+V(x)$. From here on, spin directions refer to the renamed axes: spin along the new $x$ is physical spin along $-y$.

Since $V$ does not depend on $y$, $k_y$ is conserved. With $\varepsilon=E/\hbar v$ and $U=V/\hbar v$, the wave $\psi(x)e^{ik_yy}$ obeys

$$-i\sigma_x\psi'+k_y\sigma_y\psi+U\psi=\varepsilon\psi .$$

Multiply from the left by $i\sigma_x$. The first term becomes $\psi'$, and the second becomes $ik_y\sigma_x\sigma_y\psi=-k_y\sigma_z\psi$. Hence

$$\psi'=\left[i(\varepsilon-U)\sigma_x+k_y\sigma_z\right]\psi. \tag{1}$$

**Q.** You will now let the barrier become a delta function. But $\psi$ jumps there, so the product $\delta(x)\psi(x)$ has no clear meaning.

**A.** That is why I take a real barrier of width $d$ and let $d\to0$ while holding fixed the phase

$$Z=\int U\,dx=\frac{1}{\hbar v}\int V\,dx .$$

Let $\varphi(x)$ be the part of this integral accumulated up to $x$, and write $\psi=e^{-i\varphi\sigma_x}\chi$. The $U$ term cancels, leaving

$$\chi'=e^{i\varphi\sigma_x}\left[i\varepsilon\sigma_x+k_y\sigma_z\right]e^{-i\varphi\sigma_x}\chi .$$

The outer factors are unitary, so they do not change the size of the bracket, which is at most $|\varepsilon|+|k_y|\le2k_F$ at the Fermi level. Across the barrier $\chi$ therefore changes by a relative amount of order $k_Fd$ at most, however high $V$ is. In the limit $\chi$ is continuous, and for any profile

$$\psi(0^+)=e^{-iZ\sigma_x}\psi(0^-). \tag{2}$$

**Q.** Someone else might keep the literal delta and use the mean of the two values of $\psi$. Would they get different physics?

**A.** They would assign a different phase to the same nominal strength. Their rule is

$$-i\sigma_x(\psi_+-\psi_-)+\tfrac12Z(\psi_++\psi_-)=0 .$$

Multiplying by $i\sigma_x$ and collecting terms gives

$$\left(1+\tfrac i2Z\sigma_x\right)\psi_+=\left(1-\tfrac i2Z\sigma_x\right)\psi_- .$$

On the eigenvectors $\sigma_x=\pm1$ the ratio is $(1\mp iZ/2)/(1\pm iZ/2)=e^{\mp2i\arctan(Z/2)}$. This is (2) with $Z$ replaced by $2\arctan(Z/2)$. A bound that holds for every phase in (2) covers both rules. I keep the limit of real barriers.

**Q.** Then what is transmitted?

**A.** Take $E>0$ and an angle of incidence $\theta$, so that $k_x=k_F\cos\theta$ and $k_y=k_F\sin\theta$. The incident and reflected spinors are

$$a=\begin{pmatrix}1\\e^{i\theta}\end{pmatrix},\qquad b=\begin{pmatrix}1\\-e^{-i\theta}\end{pmatrix},$$

because reflection replaces $\theta$ by $\pi-\theta$. Equation (2) reads $e^{-iZ\sigma_x}(a+rb)=ta$, or

$$a+rb=t(\cos Z+i\sigma_x\sin Z)a .$$

To remove $r$, multiply by $a^\dagger\sigma_x$. The products needed are

$$a^\dagger\sigma_xa=e^{i\theta}+e^{-i\theta}=2\cos\theta,\qquad a^\dagger\sigma_xb=-e^{-i\theta}+e^{-i\theta}=0,\qquad a^\dagger\sigma_x\sigma_xa=a^\dagger a=2 .$$

So $2\cos\theta=t(2\cos\theta\cos Z+2i\sin Z)$, and

$$t=\frac{\cos\theta}{\cos\theta\cos Z+i\sin Z}. \tag{3}$$

The squared modulus of the denominator is $\cos^2\theta\cos^2Z+1-\cos^2Z=1-\cos^2Z\sin^2\theta$. Therefore

$$T(\theta)=\frac{\cos^2\theta}{1-\cos^2Z\,\sin^2\theta}. \tag{4}$$

**Q.** At $\theta=0$ this is one for every $Z$. Is that an accident of the thin limit?

**A.** No. At $k_y=0$, equation (1) contains $\sigma_x$ alone. An incident wave with $\sigma_x=+1$ keeps that spin through any scalar profile, thin or wide. The reflected wave would need $\sigma_x=-1$, so there is none. Away from normal incidence the two spinors overlap and reflection becomes possible.

**Q.** At grazing incidence, though, $T$ goes to zero. A large share of the electrons could be lost.

**A.** We have to count them correctly. Periodic boundary conditions over a width $W$ space the values of $k_y$ by $2\pi/W$, and each mode contributes $(e^2/h)T$. Hence

$$G=\frac{e^2}{h}\frac{W}{2\pi}\int_{-k_F}^{k_F}T\,dk_y=\frac{e^2}{h}\frac{Wk_F}{2\pi}\int_{-\pi/2}^{\pi/2}T(\theta)\cos\theta\,d\theta .$$

Without the barrier $T=1$, the last integral is 2, and $G_0=(e^2/h)Wk_F/\pi$. The ratio is

$$g=\frac{G}{G_0}=\frac12\int_{-\pi/2}^{\pi/2}T(\theta)\cos\theta\,d\theta. \tag{5}$$

The factor $\cos\theta$ gives grazing electrons little weight.

The denominator of (4) is positive and no larger than one, so $T\ge\cos^2\theta$ whatever $Z$ is. With $u=\sin\theta$,

$$g\ge\frac12\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta=\frac12\int_{-1}^{1}(1-u^2)\,du=\frac23. \tag{6}$$

A thin scalar barrier can remove at most one third of the ballistic conductance. Equality requires $\cos Z=0$, that is $Z=\pi/2+n\pi$.

**Q.** The words "angle-averaged" could also mean a plain average over $\theta$.

**A.** Then the number changes. At $Z=\pi/2$ the plain average is $(1/\pi)\int\cos^2\theta\,d\theta=1/2$. The value $2/3$ belongs to the average (5), which is the one that conductance measures.

**Q.** Can you give $g$ itself between the extremes?

**A.** Write $c=|\cos Z|$. The integrand is even in $u$, so

$$g=\int_0^1\frac{1-u^2}{1-c^2u^2}\,du .$$

For $0<c<1$, use $1-u^2=[(1-c^2u^2)-(1-c^2)]/c^2$. The first part integrates to $1/c^2$. In the second, $\int_0^1du/(1-c^2u^2)=\operatorname{artanh}(c)/c$. With $1-c^2=\sin^2Z$,

$$g(Z)=\frac1{c^2}\left[1-\sin^2Z\,\frac{\operatorname{artanh}c}{c}\right]. \tag{7}$$

Expanding the denominator as a geometric series instead gives

$$g=\sum_{n=0}^{\infty}c^{2n}\left(\frac1{2n+1}-\frac1{2n+3}\right)=\sum_{n=0}^{\infty}\frac{2c^{2n}}{(2n+1)(2n+3)} .$$

The first term is $2/3$ and the others are non-negative, so $g$ rises steadily with $c$. At $c=1$ the first form telescopes to $g=1$.

For a weak barrier, $1-c\approx Z^2/2$, so $\operatorname{artanh}c=\tfrac12\ln[(1+c)/(1-c)]\approx\ln(2/|Z|)$. With $1/c^2\approx1+Z^2$, equation (7) becomes, to leading order,

$$g\approx1-Z^2\left[\ln\frac2{|Z|}-1\right].$$

The logarithm comes from oblique electrons. For $\cos\theta\gg|Z|$, equation (4) gives a reflection $1-T\approx Z^2\tan^2\theta$. With the weight $\cos\theta$, its integral grows logarithmically towards grazing incidence, until the reflection saturates at $\cos\theta\sim|Z|$.

As a separate check, I matched waves through barriers with $k_Fd=10^{-5}$ for $Z$ from $0.3$ to $\pi-0.3$. The smallest ratio was $0.66666$, at $Z=1.5708$.

**Q.** So a higher barrier may transmit more than a lower one?

**A.** Yes, in this limit. The factor in (2) rotates the spin by an angle $2Z$ about the renamed $x$ axis, which physically lies along the barrier, and $T$ repeats when $Z$ increases by $\pi$. At $Z=\pi$ the factor in (2) is $-1$ and the barrier has no effect on the current.

**Q.** You assumed zero temperature and electrons above the Dirac point.

**A.** Neither matters for the thin barrier. For $E<0$ the velocity is opposite to $\mathbf k$, so a right-moving state has $k_x=-|\varepsilon|\cos\theta$. Its spinor has lower component $(k_x+ik_y)/\varepsilon=\cos\theta-i\sin\theta$, with $k_y=|\varepsilon|\sin\theta$. This is $a$ with $\theta\to-\theta$, and (4) is even in $\theta$. Thus $g$ is the same at every energy. Thermal averaging multiplies both $G$ and $G_0$ by the same weights, and the ratio survives.

In terms of resistance, the barrier adds $(1/g-1)/G_0$, which is at most half of the ballistic resistance $1/G_0$.

**Q.** A real barrier has a width. Does it still respect the bound?

**A.** Not strictly. Take a rectangular barrier with $U=Z/d$, and define $\alpha=Z-k_Fd$ and $\beta=k_yd$. Equation (1) has constant coefficients, so its transfer matrix is $M=\exp(-i\alpha\sigma_x+\beta\sigma_z)$. Because $\sigma_x$ and $\sigma_z$ anticommute, the square of the exponent is $-\nu^2$ with $\nu^2=\alpha^2-\beta^2$. Thus

$$M^{-1}=\cos\nu-\frac{\sin\nu}{\nu}(-i\alpha\sigma_x+\beta\sigma_z).$$

Matching gives $a+rb=tM^{-1}a$, up to a phase in $t$. Project with $a^\dagger\sigma_x$ again. The new product is $a^\dagger\sigma_x\sigma_za=-ia^\dagger\sigma_ya=-2i\sin\theta$, so

$$2\cos\theta=t\left[2\cos\theta\cos\nu+2i\frac{\sin\nu}{\nu}(\alpha+\beta\sin\theta)\right],$$

$$\frac1T=\cos^2\nu+\frac{\sin^2\nu}{\nu^2}\,\frac{(\alpha+\beta\sin\theta)^2}{\cos^2\theta}. \tag{8}$$

Set $Z=\pi/2$ and keep first order in $k_Fd$. Both $\cos^2\nu$ and $1-\sin^2\nu$ are of second order, and so is $\nu^2-\alpha^2$. With $\beta\sin\theta=k_Fd\sin^2\theta$,

$$T\approx\cos^2\theta\left(1-\frac{4k_Fd}{\pi}\sin^2\theta\right).$$

The correction to $g$ needs $\tfrac12\int_{-1}^1(1-u^2)u^2\,du=\tfrac13-\tfrac15=\tfrac2{15}$. Hence

$$g=\frac23-\frac{8}{15\pi}k_Fd+\dots \tag{9}$$

At $Z=\pi/2$, a repulsive barrier of small but finite width therefore falls slightly below $2/3$. For a well with $Z=-\pi/2$, $\alpha$ changes sign at leading order while $\beta\sin\theta$ does not, so the correction is positive. Wave matching at $k_Fd=10^{-3}$ gave a slope of $0.1697$ for the barrier, against $8/(15\pi)=0.1698$, and the opposite sign for the well. The bound is a statement about the limit $k_Fd\to0$.

**Q.** And if the current meets two thin barriers?

**A.** The bound is for one. Let each have $Z=\pi/2$, so $T=\cos^2\theta$ and $R=1-T$. Summing the repeated reflections between them gives a total transmission $T^2/|1-Re^{i\phi}|^2$, where $\phi$ is the round-trip phase. Averaging over $\phi$ uses $\langle|1-Re^{i\phi}|^{-2}\rangle=1/(1-R^2)$, and so

$$\langle T_2\rangle=\frac{T^2}{1-R^2}=\frac{T}{1+R}=\frac{1-u^2}{1+u^2}.$$

Then $g=\int_0^1[2/(1+u^2)-1]\,du=\pi/2-1\approx0.571$. A fully coherent calculation with spacing $30/k_F$, converged in the angular grid, gives $0.573$; for spacings from $24/k_F$ to $36/k_F$ the value stays between about $0.564$ and $0.577$. At such spacings the phase runs through many turns as the angle varies, which is why the average describes it well. The average is not a lower bound: at a spacing near $1.8/k_F$ the coherent value falls to about $0.43$.

**Q.** Put in numbers for a surface that someone might use as a conductor.

**A.** I use rough values in the regime of a Bi2Se3 surface at 300 K: $v=5\times10^5$ m/s, a Fermi level 0.10 eV above the Dirac point, and a rectangular barrier 0.15 eV high and 1 nm wide. The barrier values are chosen for illustration. Then $\hbar v=0.329$ eV nm, and

$$k_F=\frac{0.10}{0.329}=0.304\ \text{nm}^{-1},\qquad Z=\frac{0.15\times1}{0.329}=0.456 .$$

With $c=0.898$, $\sin^2Z=0.194$ and $\operatorname{artanh}c=1.461$, equation (7) gives

$$g=\frac{1-0.194\times1.461/0.898}{0.806}=0.849 .$$

The transmission is 1 at normal incidence, 0.94 at 30°, 0.63 at 60° and 0.14 at 80°. The barrier-free conductance $(e^2/h)k_F/\pi$, taken at zero temperature, is 3.75 mS/µm, which corresponds to 267 Ω µm. The barrier adds $267\times(1/0.849-1)\approx47$ Ω µm. The thin-limit bound would allow 133 Ω µm; for a barrier of this width, the first-order equation (9) gives about 167 Ω µm at $Z=\pi/2$. Exact matching gives 164 Ω µm there, and its largest value, about 167 Ω µm, is reached near $Z=1.76$.

**Q.** Here $k_Fd=0.30$, which is hardly zero. What do the omissions cost?

**A.** Keeping the true width lowers $g$ from 0.849 to 0.842 at zero temperature and to 0.841 at 300 K, less than 1% of $g$. These values keep only the surface cone. The sharp edges of a 1 nm barrier can also mix in bulk states, even with the Fermi level in the gap, because $\hbar v/d=0.33$ eV is comparable with the bulk gap; that effect is not included.

Band curvature can be sized through the phase at normal incidence. With $E=\hbar vk+Ak^2$ and a rough $A=0.2$ eV nm², the phase $[k(E_F)-k(E_F-V)]d$ is 0.43 instead of 0.46. Put into (7), it gives $g=0.858$. This estimate holds $v$ fixed and leaves out the change that curvature makes in the matching, so even its sign is not secure. Taken literally, the quadratic form has a second branch near $k=1.9$ nm⁻¹ into which sharp edges can scatter, and full matching with it gives about 0.79 to 0.80 for this barrier. That branch lies outside the range where the form can be trusted, so the effect of curvature on $g$ is known here only to several percent. Curvature also changes the absolute resistance: it lowers $k_F$ from 0.304 to 0.262 nm⁻¹, which raises the barrier-free value from 267 to about 310 Ω µm. Hexagonal warping, with a rough coefficient of 0.13 eV nm³, has an energy scale of about 4% of the Fermi energy; I have not computed its effect on $g$.

**Q.** What would a real device break first?

**A.** The ballistic assumption. The Einstein relation, with density of states $k_F/(2\pi\hbar v)$ and diffusion constant $v\ell/2$, gives a sheet conductivity $(e^2/h)k_F\ell/2$. A length $L$ therefore adds a resistance $2L/(\pi\ell)$ relative to the ballistic one. For a rough transport mean free path $\ell=30$ nm, this equals the barrier's contribution at

$$L=\frac{\pi\ell}{2}\left(\frac1g-1\right)\approx8\ \text{nm}.$$

This length is shorter than $\ell$, so the diffusive formula gives only its rough size. In a line 100 nm long, scattering would add about twelve times the resistance that this barrier has between ballistic leads. Inside such a line electrons reach the barrier with a different distribution of angles, so the barrier's own contribution would not be the ballistic one. Bulk carriers matter too. In a 10 nm film with the conduction edge 0.20 eV above the Dirac point and a mass of 0.15 electron masses, both rough, counting bulk modes without confinement gives them a ballistic conductance of a few percent of that of the one surface. This takes the mass as isotropic; the count grows as the square root of the mass normal to the film. The opposite surface of the film would conduct in parallel and is not counted. Inside the barrier the Fermi level lies 0.05 eV above the assumed valence edge, only about $2k_BT$, so some exchange with bulk states there is possible and is not included.

**Q.** Could I reach the worst case by making this barrier stronger?

**A.** Not within the model's regime. At 1 nm width, $Z=\pi/2$ needs a height of 0.52 eV. With the assumed band edges, any height above 0.20 eV already puts the Fermi level inside the barrier into the bulk valence band, so a surface-only description no longer applies. If the height stays at 0.15 eV, the width must be 3.45 nm. Then $k_Fd\approx1.05$, and wave matching gives $g=0.54$, well below $2/3$. Equation (9) would give 0.49, so the first-order correction has the right sign but is no longer accurate. Wider barriers with a height near the Fermi energy cut far more, because oblique waves decay inside them: $g\approx0.28$ for 10 nm at 0.125 eV and $g\approx0.11$ for 30 nm at 0.105 eV.

For an interconnect short enough to be ballistic, the bound limits the relative damage from one thin barrier, provided the barrier is low enough that the dispersion stays linear inside it. Beyond that range the bound is lost: with the quadratic term $A=0.2$ eV nm² taken literally, sharp barriers with $Z=\pi/2$ and widths from 0.05 to 1 nm give $g\approx0.2$ to $0.3$, and stronger ones give less. It does not make the line a good conductor: the 267 Ω µm present without any barrier reflects the small number of surface modes, $k_F/\pi\approx0.1$ per nm of width. The inputs of this example are rough, so digits beyond the first serve only to compare one calculation with another; they do not predict a real surface.

## Values computed for the example and the checks

```
GENERAL RESULTS (dimensionless)
smallest g in scan of thin barriers: 0.66666
phase Z at that minimum: 1.5708 rad
plain angle average at Z = pi/2: 0.5000
finite-width slope, numerical: 0.1697
finite-width slope, 8/(15 pi): 0.1698
same slope for a well: -0.1698
two barriers, Z = pi/2, kF*spacing = 30: g = 0.5709
EXAMPLE INPUTS (rough)
Dirac velocity: 5.0e+05 m/s
Fermi level above Dirac point: 0.10 eV
barrier height: 0.15 eV
barrier width: 1.0 nm
temperature: 300 K
band curvature: 0.20 eV nm^2
warping coefficient: 0.13 eV nm^3
bulk conduction edge: 0.20 eV
bulk valence edge: -0.10 eV
bulk mass: 0.15 electron masses
film thickness: 10 nm
transport mean free path: 30 nm
EXAMPLE RESULTS
hbar v: 0.3291 eV nm
Fermi wavenumber: 0.3039 1/nm
kF times barrier width: 0.3039
barrier phase Z: 0.4558 rad
T at 0 deg: 1.0000
T at 30 deg: 0.9393
T at 60 deg: 0.6324
T at 80 deg: 0.1383
g, thin barrier: 0.8492
barrier-free conductance: 3.747 mS/um
conductance with barrier: 3.182 mS/um
barrier-free resistance: 266.9 ohm um
resistance added by barrier: 47.4 ohm um
largest addition allowed by bound: 133.4 ohm um
NEGLECTED EFFECTS
g with true width, zero temperature: 0.8423
g with true width, 300 K: 0.8414
g of thin barrier, 300 K: 0.8492
phase Z with band curvature: 0.4315 rad
g at that phase: 0.8577
warping energy / Fermi energy: 0.0365
thermal energy kT: 0.0259 eV
bulk / surface ballistic conductance: 0.0346
valence-edge margin in barrier: 0.050 eV
line length adding equal resistance: 8.4 nm
width for Z = pi/2 at same height: 3.45 nm
g of that wide barrier: 0.5370
height for Z = pi/2 at 1 nm: 0.517 eV
bulk gap: 0.30 eV
```
